# Full spin polarisation of a two-valley silicon inversion layer

## Question

A silicon MOSFET with a (100) surface is held at low temperature. Its inversion layer has sheet density $n=1.0\times10^{11}\ \mathrm{cm^{-2}}$. The electrons occupy the lowest subband of two equivalent valleys, in each of which the energy of motion along the layer is $\hbar^2k^2/2m$ with $m=0.19\,m_0$. A magnetic field $B$ lies in the plane of the layer.

In parts (a) to (c), treat the electrons as noninteracting and the layer as infinitely thin and free of disorder. Take $g=2$ and zero temperature. Use $\hbar^2/m_0=76.20\ \mathrm{meV\,nm^2}$ and $\mu_B=0.05788\ \mathrm{meV/T}$.

(a) Find the density of states per unit area for one spin in one valley.

(b) Find the spin polarisation $P$ as a function of $B$, and the field $B_p$ at which it becomes complete.

(c) Evaluate $B_p$. Explain why equating the Zeeman splitting to the zero-field Fermi energy gives a wrong answer.

(d) The interface raises one valley above the other by an energy $\Delta$, the same for both spins. How does the polarising field change? Evaluate it for $\Delta=0.20$ meV.

(e) With $\Delta=0$ and the field held at $B_p$, find $P$ at a low but finite temperature $T$.

(f) Judge how far the result of part (c) applies to a real layer. Consider its thickness, disorder and the Coulomb interaction.

## Model answers

### (a) Density of states

In a periodic square of side $L$, the allowed wavevectors form a square lattice of spacing $2\pi/L$. Each state therefore occupies an area $(2\pi/L)^2$ in the $k$ plane. States with energy below $E$ fill a disc of radius $k$, where $k^2=2mE/\hbar^2$. For a large box their number per unit area is

$$
\frac{1}{L^2}\,\frac{\pi k^2}{(2\pi/L)^2}=\frac{k^2}{4\pi}=\frac{mE}{2\pi\hbar^2}.
$$

Differentiating with respect to $E$ gives

$$
D=\frac{m}{2\pi\hbar^2}=\frac{0.19}{2\pi\times76.20}\ \mathrm{meV^{-1}\,nm^{-2}}
=3.97\times10^{10}\ \mathrm{meV^{-1}\,cm^{-2}}.
$$

It does not depend on energy. Two valleys give $2D$ for each spin.

### (b) Polarisation and its threshold

A field in the plane of an infinitely thin layer exerts no in-plane Lorentz force on electrons moving in that plane, so it acts on the spins alone. It shifts the two spin species by $\mp g\mu_BB/2$. Call the species that is lowered the majority and the other the minority.

In the ground state both species, if both are present, fill to a common Fermi level $\mu$. Otherwise moving an electron from the higher level to the lower one, with a spin flip, would reduce the energy. Measuring $\mu$ from the zero-field band bottom,

$$
n_{\rm maj}=2D\left(\mu+\tfrac12g\mu_BB\right),\qquad
n_{\rm min}=2D\left(\mu-\tfrac12g\mu_BB\right).
$$

The sum is $n=4D\mu$, so $\mu=n/4D$ stays fixed while both species are present. The difference gives

$$
P=\frac{n_{\rm maj}-n_{\rm min}}{n}=\frac{2D\,g\mu_BB}{n}.
$$

The minority species empties when $\mu=g\mu_BB/2$, that is, when $g\mu_BB=2\mu=n/2D$. Inserting $D$,

$$
g\mu_BB_p=E_p\equiv\frac{n}{2D}=\frac{\pi\hbar^2n}{m},\qquad
B_p=\frac{\pi\hbar^2n}{g\mu_Bm}.
$$

Hence $P=B/B_p$ for $B<B_p$ and $P=1$ above. The energy $E_p$ is also the Fermi energy of the fully polarised layer, measured from the majority band bottom: $n$ electrons then share a density of states $2D$.

### (c) The number

The density is $1.0\times10^{-3}\ \mathrm{nm^{-2}}$, so

$$
E_p=\frac{\pi\times76.20\times10^{-3}}{0.19}\ \mathrm{meV}=1.260\ \mathrm{meV},
$$

$$
B_p=\frac{1.260}{2\times0.05788}\ \mathrm{T}=10.9\ \mathrm{T}.
$$

As a test, 36 000 electrons were placed one by one in the lowest plane-wave states of a periodic box of side 6.0 µm. The minority species emptied at 10.88 T, in agreement with the formula.

The zero-field Fermi energy is $\mu=n/4D=0.630$ meV. Setting the splitting equal to this value gives 5.44 T, where the polarisation is only one half. The reason is that the minority band bottom rises by half the splitting, while the Fermi level stays at 0.630 meV. The half-splitting must reach 0.630 meV, so the whole splitting must reach 1.260 meV.

### (d) Valley splitting

At the threshold all electrons have majority spin. Let their Fermi energy be $E_F$, measured from the bottom of the lower majority valley. If both valleys are occupied,

$$
n=DE_F+D(E_F-\Delta)\quad\Rightarrow\quad
E_F=\frac{n}{2D}+\frac{\Delta}{2}=E_p+\frac{\Delta}{2}.
$$

This requires $E_F>\Delta$, or $\Delta<2E_p$. The lowest minority state belongs to the lower valley and lies $g\mu_BB$ above the lowest majority state. It is about to empty when

$$
g\mu_BB=E_p+\frac{\Delta}{2}.
$$

For $\Delta=0.20$ meV the field is $1.360/0.11577=11.75$ T, about 8% above the value for equal valleys. Filling the box states with this splitting also gives 11.75 T.

For $\Delta\ge2E_p$ the upper valley is empty at the threshold. Then $n=DE_F$, so $E_F=2E_p$ and the field is $2B_p=21.8$ T. The two expressions agree at $\Delta=2E_p$. Valley degeneracy thus halves the polarising field, because it doubles the number of majority states available at each energy.

### (e) Finite temperature

Let $E_s$ be the band bottom of spin species $s$. With Fermi occupation its density is

$$
n_s=2D\int_{E_s}^{\infty}\frac{dE}{e^{(E-\mu)/k_BT}+1}
=2Dk_BT\,\ln\!\left[1+e^{(\mu-E_s)/k_BT}\right],
$$

where $\mu$ now depends on temperature. The integral follows from $1/(e^x+1)=-\,d\ln(1+e^{-x})/dx$.

At $B=B_p$ the majority band bottom lies $E_p$ below the minority one, $E_{\rm min}$. Write $a=E_p/k_BT$ and $y=e^{(\mu-E_{\rm min})/k_BT}$. Since $n=2DE_p$, conservation of number reads

$$
\ln(1+ye^{a})+\ln(1+y)=a .
$$

Exponentiating and dividing by $e^a$,

$$
(y+e^{-a})(1+y)=1 .
$$

For $k_BT\ll E_p$ the term $e^{-a}$ is negligible and $y^2+y-1=0$. The positive root is $y=(\sqrt5-1)/2$, so $1+y=(1+\sqrt5)/2$. The minority fraction is $n_{\rm min}/n=\ln(1+y)/a$, and

$$
P=1-\frac{2n_{\rm min}}{n}\simeq1-2\ln\!\left(\frac{1+\sqrt5}{2}\right)\frac{k_BT}{E_p}
=1-0.962\,\frac{k_BT}{E_p}.
$$

At 1.0 K, $k_BT=0.0862$ meV and $P=0.934$. At 0.1 K, $P=0.993$. Fermi sums over the box states agree with both values.

At 4.2 K the formula gives 0.7235 and the sum gives 0.7315. Here $e^{-a}$ is about 0.03. Keeping it makes $y$ smaller, which lowers the minority fraction and raises $P$, as the sum shows. Since $\ln(1+y)>0$ at any $T>0$, the sharp threshold belongs to zero temperature.

### (f) The real layer

**Thickness.** Let $z$ be the depth and $k$ the wavevector along the layer, perpendicular to the field. The kinetic energy in this direction becomes $(\hbar k+eBz)^2/2m$. Let $k_0$ be the minimum of the lowest subband, and define $v=(\hbar k_0+eBz)/m$. Changing $k$ by $q$ adds $\hbar qv+\hbar^2q^2/2m$ to the Hamiltonian. The mean of $v$ vanishes at the minimum, so second-order perturbation theory gives

$$
E(k_0+q)-E(k_0)=\frac{\hbar^2q^2}{2m}
-\hbar^2q^2\sum_{j>0}\frac{|\langle j|v|0\rangle|^2}{E_j-E_0}+\dots
$$

The sum is positive, so the curvature falls and the mass in this direction rises.

For an estimate, take a triangular well with a hard wall at the oxide and a depletion density of $1.0\times10^{11}\ \mathrm{cm^{-2}}$, a rough value for a lightly doped substrate. The electrons also feel one another's field, which averaged over the layer is that of half their own density. With the relative permittivity 11.7 of silicon, the well field is $e(1.0+0.5)\times10^{11}\ \mathrm{cm^{-2}}/(11.7\,\varepsilon_0)=0.023$ MV/cm. The mass for motion normal to the layer is $0.916\,m_0$ in the two occupied valleys, and the mean depth is 4.1 nm. Diagonalising this well at $B_p$ gives a mass of $0.2015\,m_0$ across the field. The occupied region in $k$ is now an ellipse, whose area is set by the geometric mean of the two masses, $\sqrt{0.190\times0.2015}\,m_0=0.196\,m_0$. The polarising field falls by about 3%, to 10.6 T. This is a first estimate, with the mass evaluated at the original $B_p$ and at the band minimum.

In the same well without the magnetic field, the next subband lies 10.6 meV up. The other four valleys, whose mass normal to the layer is only $0.19\,m_0$, lie 9.8 meV up. These values depend on the averaged field assumed for the well. In a self-consistent Hartree well, where the electrons' own field weakens with depth, both gaps are smaller by between 1 and 2 meV, and the polarising field is lower by a further 0.1 T or so. Both wells omit the repulsive image potential of the oxide. Adding it to the Hartree well moves the mean depth to about 4.9 nm, lowers the two gaps to about 8 and 7 meV, and lowers the polarising field to about 10.4 T, some 5% below $B_p$. The gaps remain well above $E_p$, which supports the use of one subband and two valleys.

**Disorder.** A mobility of $10^4\ \mathrm{cm^2/Vs}$, roughly that of a good silicon MOSFET at low temperature, corresponds to a scattering time $\tau=m\mu_e/e=1.08$ ps, where $\mu_e$ is the mobility. The level width is of order $\hbar/\tau=0.61$ meV, about half of $E_p$. The band edges are therefore not sharp on the scale of the Zeeman splitting, and the threshold should be rounded. Because the width varies as $1/\mu_e$, a mobility only about two times lower would already make it equal to $E_p$, and the clean model would fail. Even at the chosen mobility, the product of Fermi wavevector and mean free path at zero field is $k_Fl=2\mu\tau/\hbar\approx2$, so the layer is not far from strong localisation.

**Interaction.** With the mean relative permittivity of silicon and oxide, $\kappa=7.8$, the effective Bohr radius is $a_B=4\pi\varepsilon_0\kappa\hbar^2/(me^2)=2.17$ nm. The ratio of electron spacing to this radius is $r_s=1/(a_B\sqrt{\pi n})=8.2$, so the interaction is strong.

Its tendency can be seen in the Hartree–Fock approximation for an infinitely thin layer. Take one spin in one valley, with density $n_c$ and Fermi wavevector $k_F=\sqrt{4\pi n_c}$. Summing plane waves over the Fermi disc, first across one direction, gives the density matrix

$$
\rho(r)=n_ch(k_Fr),\qquad
h(x)=\frac{2}{\pi}\int_{-1}^{1}\sqrt{1-t^2}\,\cos(xt)\,dt .
$$

Antisymmetry lowers the pair density of this species by $\rho^2$. With $C=e^2/(4\pi\varepsilon_0\kappa)$, the exchange energy per electron is

$$
\varepsilon_x=-\frac12\int d^2r\,\frac{C}{r}\,\frac{\rho^2}{n_c}
=-\frac{\pi Cn_c}{k_F}\int_0^\infty h^2dx
=-\frac{Ck_F}{4}\int_0^\infty h^2dx .
$$

Parseval's theorem gives

$$
\int_0^\infty h^2dx=\frac12\,\frac{4}{\pi^2}\,2\pi\int_{-1}^{1}(1-t^2)\,dt=\frac{16}{3\pi},
\qquad \varepsilon_x=-\frac{4}{3\pi}\,Ck_F .
$$

Exchange between valleys is neglected. Polarising the layer reduces the number of occupied species from four to two, so $k_F$ rises from $\sqrt{\pi n}$ to $\sqrt{2\pi n}$. The exchange energy falls by 1.82 meV per electron. The mean kinetic energy is half the Fermi energy, so it rises by only $0.630-0.315=0.315$ meV.

Hartree–Fock would thus favour the polarised state over the unpolarised one even at $B=0$. By the same argument it would put all electrons into one spin and one valley, which lowers the energy further. This is not a reliable prediction. The approximation omits correlation, which matters most between electrons of different species, since exchange does not keep them apart. Correlation is therefore expected to favour the unpolarised state, and finite thickness also weakens exchange.

**Comparison with devices.** Magnetoresistance measurements on clean silicon MOSFETs near this density indicate full polarisation at roughly a few tesla, well below 10.9 T. The neglect of interactions is the likely main reason, since $r_s$ is large and the thickness correction estimated above is only a few per cent. The density is also far below the $10^{12}$ to $10^{13}\ \mathrm{cm^{-2}}$ typical of a transistor that is switched on. Since $B_p\propto n$ at fixed mass and $g$, the same model gives about 109 T at $10^{12}\ \mathrm{cm^{-2}}$. At room temperature $k_BT$ is about 26 meV, some twenty times $E_p$, and the low-temperature result of part (e) does not apply. The value 10.9 T is best used as the noninteracting reference against which the effect of interactions is judged. The inputs behind these estimates are set in the program.

## Computed results

```
Sheet density: 1.00e+11 cm^-2
In-plane mass: 0.190 m0; g-factor: 2.0
hbar^2/m0: 76.200 meV nm^2
Bohr magneton: 0.057884 meV/T
DOS, one spin and valley: 3.9684e+10 cm^-2 meV^-1
DOS, one spin, two valleys: 7.9369e+10 cm^-2 meV^-1
Fermi energy, unpolarised: 0.6300 meV
Fermi energy, fully polarised: 1.2599 meV
Polarising field, formula: 10.883 T
Polarising field, state count: 10.882 T
Electrons in the counting box: 36000
Side of the counting box: 6.0 um
Counted polarisation at 0.25 B_p: 0.2488
Counted polarisation at 0.50 B_p: 0.5008
Counted polarisation at 0.75 B_p: 0.7510
Wrong answer, unpolarised Fermi energy: 5.44 T
Wrong answer, one valley: 21.77 T
One-valley field, state count: 21.76 T
Chosen valley splitting: 0.20 meV
Field with splitting, formula: 11.75 T
Field with splitting, state count: 11.75 T
At B_p, 0.1 K: kT = 0.0086 meV, P = 0.9934, low-T law 0.9934
At B_p, 1.0 K: kT = 0.0862 meV, P = 0.9342, low-T law 0.9342
At B_p, 4.2 K: kT = 0.3619 meV, P = 0.7315, low-T law 0.7235
Mean relative permittivity: 7.80
Effective Bohr radius: 2.172 nm
Interaction parameter r_s: 8.21
Kinetic cost of polarising: 0.315 meV per electron
Exchange gain (2D): 1.819 meV per electron
Chosen mobility: 1.0e+04 cm^2/Vs
Scattering time: 1.080 ps
Level width hbar/tau: 0.609 meV
Chosen depletion density: 1.0e+11 cm^-2
Field in the well: 0.0232 MV/cm
Mean depth of the layer: 4.08 nm
Magnetic length at B_p: 7.78 nm
Gap to next subband: 10.62 meV
Gap to the other four valleys: 9.79 meV
Mass across the field at B_p: 0.2015 m0
Density-of-states mass at B_p: 0.1957 m0
Field with this mass, first estimate: 10.57 T
```
